# Surface Energy of a Slab Relaxed on One Face

## Problem

A bcc crystal is cut into a slab with two (001) faces. The slab has $N=12$ atomic layers, and a surface cell of area $A=a^2$ contains one atom of each layer. At first every atom sits at its bulk position, and the two faces are equivalent. Then the top four layers move along the surface normal until the energy is lowest, while the other eight are held. The in-plane cell is fixed throughout. Three energies per surface cell are known:

- the slab before relaxation, $E_0=-50.326839$ eV;
- the slab after relaxation of the top face, $E_1=-50.350958$ eV;
- one bulk atom, $E_b=-4.300000$ eV.

Find the surface energy $\gamma_{\rm rel}$ of the relaxed face. Estimate it first from the cohesive energy and the number of broken bonds.

The energies come from a model in which atom $i$ contributes

$$
e_i=R\sum_j\left(1-\frac{r_{ij}}{r_c}\right)^6-B\sqrt{\sum_j\left(1-\frac{r_{ij}}{r_c}\right)^4}.
$$

The sums run over neighbours closer than $r_c=1.5a$. The first term is a repulsion. The second is a bonding energy that grows as the square root of the number of neighbours, so each bond is stronger when there are fewer of them. The lattice constant $a=0.287$ nm and the cohesive energy $E_c=4.3$ eV per atom are rough values for iron. Requiring that the bulk energy be $-E_c$ and stationary at this $a$ fixes $R=42.08$ eV and $B=11.44$ eV. The relaxed positions were found by Newton's method.

## First estimate by scaling

Keep only the eight nearest neighbours of a bulk atom, at distance $r_0=\sqrt3\,a/2$. Measure a bond length $r$ by

$$
s=\frac{1-r/r_c}{1-r_0/r_c},
$$

so that $s=1$ in the bulk and $s>1$ for a shorter bond. If all eight bonds change together, the repulsion scales as $s^6$ and the bonding term as $\sqrt{s^4}=s^2$:

$$
e(s)=Ps^6-Qs^2 .
$$

Equilibrium at $s=1$ requires $6P-2Q=0$, hence $Q=3P$. The cohesive energy requires $P-Q=-E_c$, hence $-2P=-E_c$. Therefore $P=E_c/2$ and $Q=3E_c/2$.

**Cutting.** A top-layer atom keeps four of its eight nearest neighbours. Its repulsion is halved, and its bonding term is divided by $\sqrt2$. Atoms in the next layer keep all eight. The energy cost per surface cell is therefore

$$
\left(\frac P2-\frac{Q}{\sqrt2}\right)-(-E_c)
=E_c\left(1+\frac14-\frac{3}{2\sqrt2}\right)=0.189\,E_c=0.814\ {\rm eV}.
$$

Division by $A=(0.287\ {\rm nm})^2=0.08237$ nm² gives 9.88 eV/nm² for the unrelaxed face.

**Relaxing.** Let only the top layer move, so that its four bonds per cell have the common value $s$. Each bond enters the repulsion of both its atoms, which gives $2\times(P/2)s^6=Ps^6$. The top atom has the bonding energy $-(Q/\sqrt2)s^2$. The atom below has four changed and four unchanged bonds, and its bonding energy is $-Q\sqrt{(1+s^4)/2}$. The part of the energy that varies is

$$
f(s)=E_c\left[\frac12s^6-\frac{3}{2\sqrt2}s^2-\frac32\sqrt{\frac{1+s^4}{2}}\right].
$$

To differentiate the last root, write $u=(1+s^4)/2$. At $s=1$, $u=1$, $u'=2$ and $u''=6$. Hence

$$
(\sqrt u)'=\frac{u'}{2\sqrt u}=1,\qquad
(\sqrt u)''=\frac{u''}{2\sqrt u}-\frac{u'^2}{4u^{3/2}}=3-1=2 .
$$

The two derivatives of $f$ at $s=1$ are

$$
\frac{f'}{E_c}=3-2.121-1.5=-0.621,\qquad
\frac{f''}{E_c}=15-2.121-3=9.88 .
$$

The negative slope means that the energy falls as the bonds shorten, so the top layer moves inward. The reason can be read from the terms. The repulsion pushes with 3. In the bulk, each of the two atoms would pull with 1.5, which balances it. The top atom, with fewer neighbours, pulls with 2.121.

To second order, $f(s)-f(1)=f'\,(s-1)+\tfrac12f''\,(s-1)^2$. Its minimum lies at $s-1=-f'/f''$, where the change is

$$
-\frac{f'^2}{2f''}=-\frac{0.621^2}{2\times9.88}E_c=-0.0195\,E_c=-0.084\ {\rm eV},
$$

or $-1.02$ eV/nm². The estimate of the relaxed surface energy is thus $9.88-1.02=8.86$ eV/nm².

## Exact solution

The surface energy is the excess over the bulk energy, per area of face. Before relaxation the slab has two faces:

$$
E_0-NE_b=A(\gamma_{\rm top}+\gamma_{\rm bottom}).
$$

The faces are equivalent, so both terms equal $\gamma_{\rm unrel}$. With the cleavage energy per area $W=(E_0-NE_b)/A$,

$$
\gamma_{\rm unrel}=\frac W2=\frac{E_0-NE_b}{2A}.
$$

After relaxation the top face has energy $\gamma_{\rm rel}$, while the bottom face still has $\gamma_{\rm unrel}$:

$$
E_1-NE_b=A(\gamma_{\rm rel}+\gamma_{\rm unrel}).
$$

Subtract the first balance, $E_0-NE_b=2A\gamma_{\rm unrel}$. The bulk energy cancels:

$$
E_1-E_0=A(\gamma_{\rm rel}-\gamma_{\rm unrel}).
$$

Solving for the relaxed face gives

$$
\boxed{\gamma_{\rm rel}=\frac{E_0-NE_b}{2A}+\frac{E_1-E_0}{A}}
$$

The first term is divided by two because two equal faces share the cleavage energy. The second is not, because all the relaxation energy belongs to one face. It is added with its sign, which cannot be positive: the unrelaxed positions are among those over which the energy is minimized.

The second balance assumes that relaxing the top leaves the energy of the bottom face unchanged. This holds here because the forces have a short range. Neighbours within $r_c$ lie at most two layers away. Moving layers 1 to 4, counted from the top, therefore changes the energies of atoms in layers 1 to 6. The cut at the bottom affects layers 11 and 12. No atom feels both.

For the given energies,

$$
E_0-NE_b=-50.326839+51.600000=1.273161\ {\rm eV},
$$

$$
E_1-E_0=-0.024119\ {\rm eV}.
$$

Thus $W=15.457$ eV/nm², and

$$
\gamma_{\rm rel}=7.7284-0.2928=7.4356\ {\rm eV/nm^2}=1.19\ {\rm J/m^2}.
$$

Dividing the whole excess of the relaxed slab by $2A$ gives a different quantity:

$$
\frac{E_1-NE_b}{2A}=\frac{\gamma_{\rm rel}+\gamma_{\rm unrel}}2=7.582\ {\rm eV/nm^2}.
$$

This is the mean of a relaxed and an unrelaxed face. It exceeds $\gamma_{\rm rel}$ by half the size of the relaxation term, 0.146 eV/nm².

**A second case: both faces relaxed.** If the four bottom layers are freed as well, the energy becomes $E_2=-50.375077$ eV. The gain is now 0.04824 eV, twice the gain from one face. The faces are equivalent again, so division by $2A$ is correct:

$$
\gamma_{\rm rel}=\frac{E_2-NE_b}{2A}=\frac{1.224923\ {\rm eV}}{2\times0.082369\ {\rm nm^2}}=7.436\ {\rm eV/nm^2}.
$$

This separate minimization gives the same surface energy.

## Comparison of the two

The estimate of 8.86 eV/nm² is 19 % above the model's value of 7.44 eV/nm². Its two parts differ in quality. The unrelaxed energy, 9.88 against 7.73 eV/nm², is 28 % too high. Both numbers use the same energy law, cohesive energy and lattice constant, so this difference comes from the neighbours beyond the nearest ones.

The relaxation energy, 1.02 against 0.293 eV/nm² in size, is too large by a factor of 3.5. The second-order expansion explains little of this: the full function $f(s)$ has its minimum near $s=1.054$, with a gain of $0.0175E_c$, or 0.91 eV/nm². Holding the deeper layers explains even less, and would in any case make the estimate too small. In the full model, freeing one layer already gives $\gamma_{\rm rel}=7.440$ eV/nm², a gain of 0.288 eV/nm². What remains is again the effect of the farther neighbours, almost all of it from the six second neighbours: with first and second neighbours only, and $R$ and $B$ refitted, the unrelaxed energy is 7.76 eV/nm² and the gain with four free layers is 0.293 eV/nm². They also reduce the movement: the first interlayer spacing shrinks by 7.1 % in the full model, against about 12 % at the minimum of $f$.

The estimate therefore gives the direction of the relaxation and the scale of the surface energy, but not a usable relaxation energy.

## When the result fails

**Too few free layers.** Each added free layer enlarges the set of positions searched, so the minimum can only fall or stay the same. With one, two and four free layers the model gives 7.4404, 7.4367 and 7.4356 eV/nm². A fully free slab of 25 layers also gives 7.4356 eV/nm², so four layers suffice here to the digits shown.

**Too few held layers.** In a five-layer slab with four layers free, the formula gives 7.152 eV/nm². Holding a single layer fixes the position of the slab but none of its spacings, so both faces relax. The formula then assigns two relaxation energies to one face. For independent faces this would give $7.7284-2\times0.2928=7.1428$ eV/nm², close to the value found.

**Inequivalent faces.** Suppose every second atom of the bottom layer is missing, in a checkerboard pattern. With the bulk energy subtracted for the atoms actually present, half the unrelaxed excess is 8.862 eV/nm². The top face is unchanged and still has 7.728 eV/nm². Half the excess is then the wrong starting value for the top face, too high by 1.134 eV/nm².

**An inconsistent bulk energy.** If $E_b$ is too high by $\delta$, the result shifts by $-N\delta/(2A)$. For $\delta=1$ meV this is $-0.073$ eV/nm², a quarter of the relaxation term. The shift grows with slab thickness. The relaxation term itself does not contain $E_b$.

## The model beside real iron

The lattice constant and the cohesive energy were set to rough values for iron, and the model's bulk modulus of 170 GPa is close to iron's as well. The surface energy is not: 1.19 J/m² is about half the rough size of 2.4 J/m² for real iron surfaces. The calculation does not show why. The model has no explicit electrons and no magnetism, and the form and range of its energy law are themselves assumptions. It is also much softer in shear than iron: $(C_{11}-C_{12})/2\approx8$ GPa and $C_{44}\approx74$ GPa, against roughly 50 and 120 GPa. Its fcc structure lies about 5 meV per atom below bcc, so the bcc crystal is only metastable in the model. It also leaves out atomic vibrations. To size them, each atom in the top six layers was treated as an independent quantum oscillator of mass 55.8 u, with force constants taken from small displacements in the model. At 300 K its free energy, relative to that of a bulk atom, changes the surface free energy by about $-0.22$ eV/nm². This is 3 % of $\gamma_{\rm rel}$, but about three quarters of the relaxation term. Independent oscillators give only the order of magnitude, because they ignore the coupling between the atoms' motions. The coupled harmonic vibrations of the slab in the same model give about $-0.4$ eV/nm², which is larger in size than the relaxation term. Both vibrational numbers belong to this model, with its soft shear response, and are not values for iron. A relaxation energy computed for atoms at rest is therefore not the whole correction to an unrelaxed surface at room temperature. The energy balance does not depend on this particular model, but its conditions must be checked again for any other source of slab energies.
